# Inclusion-exclusion for overlapping fragments: the generalised many-body expansion: a numerical check

```python
"""Generalised many-body expansion (GMBE) for overlapping fragments.

Result under test: let E(S) be any function of subsets S of a set of units.
For groups G (all unions of n fragments), the inclusion-exclusion sum
    E_n = sum_k (-1)^(k+1) sum E(G_1 & ... & G_k) = sum_S c_S E(S)
contains each interaction eps(T) once if T lies in some G, and otherwise
not at all. eps(T) = sum over R in T of (-1)^(|T|-|R|) E(R).
Special cases: ordinary many-body expansion (disjoint fragments), chains
with molecular caps, and hydrogen-capped fragments.
Subsets are stored as bit masks: bit i is set when unit i is present.
Errors are approximation minus full energy. Eh = hartree, a0 = bohr.
"""
from collections import Counter
from functools import reduce
from itertools import combinations
from math import comb, log2, sqrt
import numpy as np
from scipy import constants
from pyscf import gto, scf


def mask_of(units):
    return sum(1 << u for u in set(units))


def inside(small, large):
    return small & large == small


def members(mask):
    return [i for i in range(mask.bit_length()) if mask >> i & 1]


def unions(fragments, n):
    return [reduce(lambda a, b: a | b, c) for c in combinations(fragments, n)]


def explicit_coefficients(groups):
    """Inclusion-exclusion from its definition, duplicates kept."""
    total = Counter()
    for k in range(1, len(groups) + 1):
        for chosen in combinations(groups, k):
            total[reduce(lambda a, b: a & b, chosen)] += (-1) ** (k + 1)
    return {s: c for s, c in total.items() if c}


def recursive_coefficients(groups):
    """Top-down rule: c_S = 1 - sum of c over strict supersets."""
    family = set()
    for g in groups:
        family |= {g} | {s & g for s in family}
    result = {}
    for s in sorted(family, key=lambda m: -m.bit_count()):
        result[s] = 1 - sum(c for b, c in result.items() if inside(s, b))
    return {s: c for s, c in result.items() if c}


def interactions(energy, n_units):
    eps = []
    for t in range(1 << n_units):
        eps.append(sum((-1) ** (t.bit_count() - r.bit_count()) * energy[r]
                       for r in range(t + 1) if inside(r, t)))
    return eps


# ---- general theorem on random covers and random set functions ----
rng = np.random.default_rng(7)
n_units, n_fragments = 6, 5
n_covers = 0
for trial in range(12):
    fragments = [int(x) for x in rng.integers(1, 1 << n_units, n_fragments)]
    missing = (1 << n_units) - 1 - reduce(lambda a, b: a | b, fragments)
    fragments[0] |= missing
    energy = [int(x) for x in rng.integers(-999, 999, 1 << n_units)]
    eps = interactions(energy, n_units)
    for s in range(1 << n_units):
        assert energy[s] == sum(eps[t] for t in range(s + 1) if inside(t, s))
    for n in range(1, n_fragments + 1):
        groups = unions(fragments, n)
        coef = explicit_coefficients(groups)
        assert coef == recursive_coefficients(groups)
        assert sum(coef.values()) == 1
        covered_sum = 0
        for t in range(1 << n_units):
            covered = any(inside(t, g) for g in groups)
            count = sum(c for s, c in coef.items() if inside(t, s))
            assert count == int(covered)
            assert covered or t.bit_count() > n
            covered_sum += eps[t] if covered else 0
        value = sum(c * energy[s] for s, c in coef.items())
        assert value == covered_sum
        if n == n_fragments:
            assert value == energy[-1]
        for a in range(n_units):
            for b in range(n_units):
                if a != b:
                    caps = sum(c for s, c in coef.items()
                               if s >> a & 1 and not s >> b & 1)
                    shared = any(g >> a & 1 and g >> b & 1 for g in groups)
                    assert caps == 1 - int(shared)
        n_covers += 1
print("random cover/order cases tested:", n_covers)

# ---- ordinary expansion: disjoint fragments, increments by recursion ----
disjoint = [mask_of(x) for x in ([0, 1], [2], [3, 4], [5], [6])]
M = len(disjoint)
energy = [int(x) for x in rng.integers(-999, 999, 1 << 7)]
joined = {k: sum(disjoint[i] for i in members(k)) for k in range(1 << M)}
increment = {}
for k in sorted(joined, key=lambda m: m.bit_count()):
    increment[k] = energy[joined[k]] - sum(
        v for sub, v in increment.items() if inside(sub, k))
for n in range(1, M):
    coef = explicit_coefficients(unions(disjoint, n))
    value = sum(c * energy[s] for s, c in coef.items())
    assert value == sum(v for k, v in increment.items() if k.bit_count() <= n)
    for k, s in joined.items():
        m = k.bit_count()
        formula = (-1) ** (n - m) * comb(M - m - 1, n - m) if m <= n else 0
        assert coef.get(s, 0) == formula

# ---- chains: overlapping windows, then pieces with molecular caps ----
for width in (2, 3, 4):
    windows = [mask_of(range(i, i + width)) for i in range(8 - width)]
    expected = {w: 1 for w in windows}
    expected.update({a & b: -1 for a, b in zip(windows, windows[1:])})
    assert explicit_coefficients(windows) == expected
# Four pieces, each with left end, core and right end (units 3k..3k+2);
# a neighbour's nearest end serves as molecular cap.
capped = [mask_of(u for u in range(3 * k - 1, 3 * k + 4) if 0 <= u < 12)
          for k in range(4)]
expected = {f: 1 for f in capped}
expected.update({mask_of([3 * k + 2, 3 * k + 3]): -1 for k in range(3)})
assert explicit_coefficients(capped) == expected

# ---- polarisable dipoles on a ring (model parameters, atomic units) ----
n_sites, radius, dipole, alpha0 = 6, 6.0, 0.7, 10.0
tilt = np.pi / 6
angle = 2 * np.pi * np.arange(n_sites) / n_sites
zero = np.zeros(n_sites)
position = radius * np.array([np.cos(angle), np.sin(angle), zero]).T
mu = dipole * np.array([-np.sin(angle) * np.cos(tilt),
                        np.cos(angle) * np.cos(tilt),
                        np.sin(tilt) * (-1.0) ** np.arange(n_sites)]).T
tensor = np.zeros((n_sites, n_sites, 3, 3))
for i in range(n_sites):
    for j in range(n_sites):
        if i != j:
            r = position[i] - position[j]
            d = np.linalg.norm(r)
            tensor[i, j] = 3 * np.outer(r, r) / d**5 - np.eye(3) / d**3


def ring_energy(mask, alpha, embedded):
    """Sites in mask respond; embedded: all others stay as frozen dipoles."""
    active = members(mask)
    sources = list(range(n_sites)) if embedded else active
    permanent = -0.5 * sum(mu[i] @ tensor[i, j] @ mu[j]
                           for i in sources for j in sources)
    if not active:
        return float(permanent)
    field = np.concatenate([sum(tensor[i, j] @ mu[j] for j in sources)
                            for i in active])
    size = 3 * len(active)
    coupling = tensor[np.ix_(active, active)].transpose(0, 2, 1, 3)
    matrix = np.eye(size) / alpha - coupling.reshape(size, size)
    return float(permanent - 0.5 * field @ np.linalg.solve(matrix, field))


full = (1 << n_sites) - 1
sites = [1 << i for i in range(n_sites)]
pairs = [mask_of([i, (i + 1) % n_sites]) for i in range(n_sites)]


def ring_error(fragments, n, alpha, embedded):
    coef = recursive_coefficients(unions(fragments, n))
    return sum(c * ring_energy(s, alpha, embedded)
               for s, c in coef.items()) - ring_energy(full, alpha, embedded)


# Full energy again, from self-consistent iteration and the functional.
field = np.einsum("ijab,jb->ia", tensor, mu)
induced = np.zeros_like(mu)
for cycle in range(300):
    induced = alpha0 * (field + np.einsum("ijab,jb->ia", tensor, induced))
functional = (np.sum(induced**2) / (2 * alpha0) - np.sum(induced * field)
              - 0.5 * np.einsum("ia,ijab,jb", induced, tensor, induced)
              - 0.5 * np.sum(mu * field))
for embedded in (False, True):
    assert abs(functional - ring_energy(full, alpha0, embedded)) < 1e-12
    table = [ring_energy(s, alpha0, embedded) for s in range(full + 1)]
    eps = interactions(table, n_sites)
    for n in (1, 2):
        groups = unions(pairs, n)
        left_out = sum(eps[t] for t in range(full + 1)
                       if not any(inside(t, g) for g in groups))
        error = ring_error(pairs, n, alpha0, embedded)
        assert abs(error + left_out) < 1e-12

print("ring: sites", n_sites, " radius", radius, "a0")
print("ring: dipole", dipole, "e a0, polarisability", alpha0, "a0^3")
print(f"ring: dipole tilt out of plane {np.degrees(tilt):.0f} deg")
print(f"ring full energy: {1e3 * functional:.5f} mEh")
frozen = ring_energy(0, alpha0, True)
print(f"ring embedded E(empty): {1e3 * frozen:.5f} mEh")
print("errors in mEh: vacuum, embedded")
for n in (1, 2, 3, 4):
    v, e = (1e3 * ring_error(sites, n, alpha0, x) for x in (False, True))
    print(f" single sites, n={n}: {v:.6f}, {e:.6f}")
for n in (1, 2):
    v, e = (1e3 * ring_error(pairs, n, alpha0, x) for x in (False, True))
    print(f" neighbour pairs, n={n}: {v:.6f}, {e:.6f}")
site_coef = recursive_coefficients(unions(sites, 2))
print("single sites n=2, c for 0,1,2 sites:",
      site_coef[0], site_coef[1], site_coef[3])
pair_coef = explicit_coefficients(pairs)
assert pair_coef[0] == 1
print("neighbour pairs n=1, c for 0,1,2 sites:",
      pair_coef[0], pair_coef[1], pair_coef[3])
dropped = ring_error(pairs, 1, alpha0, True) - pair_coef[0] * frozen
print(f"pairs n=1 embedded, empty set dropped: {1e3 * dropped:.5f} mEh")
for n, embedded, power in ((2, False, 1), (1, True, 2), (2, True, 3)):
    slope = log2(abs(ring_error(sites, n, 1.0, embedded)
                     / ring_error(sites, n, 0.5, embedded)))
    assert abs(slope - power) < 0.1
    name = "embedded" if embedded else "vacuum"
    print(f"power of alpha in error, {name} n={n}: {slope:.3f}")

# ---- pentane, RHF/STO-3G, hydrogen caps on cut C-C bonds ----
n_carbon, cc, ch = 5, 1.53, 1.09
along, across = sqrt(2 / 3), 1 / sqrt(3)


def capped_atoms(mask):
    """Ideal tetrahedral zigzag; a missing neighbour is replaced by H."""
    present, atoms = members(mask), []
    for i in present:
        up = (-1) ** i
        carbon = np.array([i * cc * along, up * cc * across / 2, 0.0])
        directions = [(0, up * across, along), (0, up * across, -along)]
        for step in (-1, 1):
            if i + step not in present:
                directions.append((step * along, -up * across, 0))
        atoms.append(("C", carbon))
        atoms += [("H", carbon + ch * np.array(v)) for v in directions]
    return atoms


def rhf_energy(atoms):
    molecule = gto.M(atom=[(a, tuple(x)) for a, x in atoms], unit="Angstrom",
                     basis="sto-3g", verbose=0)
    calculation = scf.RHF(molecule)
    calculation.chkfile = None
    calculation.conv_tol = 1e-11
    calculation.max_cycle = 150
    value = calculation.kernel()
    assert calculation.converged
    return float(value)


known = {0: 0.0}


def alkane_energy(mask):
    if mask not in known:
        known[mask] = rhf_energy(capped_atoms(mask))
    return known[mask]


def composition(coef):
    return tuple(sum(c * sum(a == element for a, x in capped_atoms(s))
                     for s, c in coef.items()) for element in "CH")


def label(mask):
    return "".join(str(i + 1) for i in members(mask)) or "empty"


whole = (1 << n_carbon) - 1
reference = alkane_energy(whole)
to_kj = (constants.value("Hartree energy") * constants.N_A) / 1000
print(f"pentane: C-C {cc} A, C-H {ch} A, tetrahedral angles")
print(f"pentane full RHF/STO-3G: {reference:.8f} Eh")
for size in range(1, n_carbon):
    value = alkane_energy(mask_of(range(size)))
    print(f" capped carbons 1..{size}: {value:.8f} Eh")
for width in (2, 3, 4):
    windows = [mask_of(range(i, i + width))
               for i in range(n_carbon - width + 1)]
    coef = explicit_coefficients(windows)
    assert composition(coef) == composition({whole: 1})
    value = sum(c * alkane_energy(s) for s, c in coef.items())
    error = value - reference
    print(f"windows of {width}: {value:.8f} Eh")
    print(f"  error {1e3 * error:.5f} mEh = {to_kj * error:.4f} kJ/mol")
assert abs(error) < 1e-3

# Disjoint fragments cut a bond that no group contains: two caps remain.
coef = explicit_coefficients([mask_of([0, 1]), mask_of([2, 3, 4])])
surplus = composition(coef)[1] - composition({whole: 1})[1]
assert surplus == 2
error = sum(c * alkane_energy(s) for s, c in coef.items()) - reference
h2_length = 0.71
h2 = rhf_energy([("H", (0, 0, 0)), ("H", (0, 0, h2_length))])
assert abs(error - h2) < 0.06
print("disjoint 12 + 345: surplus hydrogens", surplus)
print(f"  error {error:.6f} Eh; H2 at {h2_length} A: {h2:.6f} Eh")

# Second order with two-carbon windows: caps meet at a missing carbon.
windows = [mask_of([i, i + 1]) for i in range(n_carbon - 1)]
coef = explicit_coefficients(unions(windows, 2))
assert composition(coef) == composition({whole: 1})
value = sum(c * alkane_energy(s) for s, c in coef.items())
print("two-carbon windows, n=2, coefficients:")
print(" ", " ".join(f"{label(s)}:{c:+d}" for s, c in sorted(coef.items())))
hydrogens = [x for a, x in capped_atoms(mask_of([1, 3])) if a == "H"]
closest = min(np.linalg.norm(x - y) for x, y in combinations(hydrogens, 2))
print(f"  closest caps in 24: {closest:.4f} A")
clash = alkane_energy(mask_of([1, 3])) - 2 * alkane_energy(mask_of([1]))
print(f"  interaction of capped 2 and 4: {clash:.6f} Eh")
error = value - reference
print(f"  n=2 error {1e3 * error:.5f} mEh = {to_kj * error:.4f} kJ/mol")

print("all assertions hold")
```

Output:

```
random cover/order cases tested: 60
ring: sites 6  radius 6.0 a0
ring: dipole 0.7 e a0, polarisability 10.0 a0^3
ring: dipole tilt out of plane 30 deg
ring full energy: -29.09764 mEh
ring embedded E(empty): -23.91893 mEh
errors in mEh: vacuum, embedded
 single sites, n=1: 29.097636, 0.956048
 single sites, n=2: 3.285329, 0.116138
 single sites, n=3: 0.343050, 0.012230
 single sites, n=4: 0.029676, 0.001071
 neighbour pairs, n=1: 5.978704, 0.226371
 neighbour pairs, n=2: 0.109243, 0.003845
single sites n=2, c for 0,1,2 sites: 10 -4 1
neighbour pairs n=1, c for 0,1,2 sites: 1 -1 1
pairs n=1 embedded, empty set dropped: 24.14531 mEh
power of alpha in error, vacuum n=2: 1.019
power of alpha in error, embedded n=1: 2.014
power of alpha in error, embedded n=2: 3.019
pentane: C-C 1.53 A, C-H 1.09 A, tetrahedral angles
pentane full RHF/STO-3G: -194.04317531 Eh
 capped carbons 1..1: -39.72670005 Eh
 capped carbons 1..2: -78.30535964 Eh
 capped carbons 1..3: -116.88477543 Eh
 capped carbons 1..4: -155.46399025 Eh
windows of 2: -194.04133842 Eh
  error 1.83689 mEh = 4.8228 kJ/mol
windows of 3: -194.04360701 Eh
  error -0.43170 mEh = -1.1334 kJ/mol
windows of 4: -194.04320507 Eh
  error -0.02976 mEh = -0.0781 kJ/mol
disjoint 12 + 345: surplus hydrogens 2
  error -1.146960 Eh; H2 at 0.71 A: -1.117501 Eh
two-carbon windows, n=2, coefficients:
  24:+1 124:-1 234:-1 1234:+1 245:-1 1245:+1 2345:+1
  closest caps in 24: 0.7185 A
  interaction of capped 2 and 4: 0.192988 Eh
  n=2 error -0.00670 mEh = -0.0176 kJ/mol
all assertions hold
```
